# Elongation of Coherently Strained Islands Beyond a Critical Area: a numerical check

```python
"""Shape instability of a coherently strained island of fixed height.

Result under test: a flat-topped island (height h, facet width w, mid-height
outline s x t) has energy  E = 2*beta*(s+t) - kappa*J(s,t).  At fixed area s*t
the square is stable only up to the side
    a_c = (w/2)*(1+sqrt2)*exp(sqrt2 - 3/2 + beta/(2*kappa)).
beta : edge energy per length;  kappa = sigma^2 h^2 (1-nu^2)/(2 pi Y)
sigma: biaxial misfit stress;   Y, nu : Young modulus and Poisson ratio
J    : double integral of grad h . grad h' / |r-r'|, divided by h^2
eta  : elongation, s = a*exp(eta), t = a*exp(-eta), aspect ratio exp(2*eta)
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

ROOT2 = np.sqrt(2.0)
LAMBDA_C = 2*np.log(1 + ROOT2) + 2*ROOT2 - 4


def line_formula(s, t, w):
    """Closed form of J for facets narrow compared with the island."""
    diag = np.hypot(s, t)
    corner = (2/3)*(ROOT2 - np.arcsinh(1.0))*w
    return 4*(t*np.log(2*s*t/(w*(t + diag))) + s*np.log(2*s*t/(w*(s + diag)))
              - (s + t)/2 + 2*diag + corner)


def branch(eta):
    """Phi(eta): value of Lambda at which elongation eta is stationary."""
    up, down = np.exp(eta), np.exp(-eta)
    return ((up*np.arcsinh(up**2) - down*np.arcsinh(down**2))/np.sinh(eta)
            - 2*eta/np.tanh(eta) - 2)


def critical_side(w, beta, kappa):
    return w/2*(1 + ROOT2)*np.exp(ROOT2 - 1.5 + beta/(2*kappa))


def mesa_transform(kx, ky, s, t, w):
    """Fourier transform of the mesa profile of unit height."""
    minus = np.cos((kx*s - ky*t)/2)*np.sinc(w*(kx - ky)/(2*np.pi))
    plus = np.cos((kx*s + ky*t)/2)*np.sinc(w*(kx + ky)/(2*np.pi))
    return 2*(minus - plus)/(kx*ky)


def fourier_J(s, t, w, box=72.0, n=690):
    """J from the k-space energy; box images (~1/box^3) are extrapolated out."""
    values = []
    for factor in (1, 2):
        dk = 2*np.pi/(factor*box)
        k = (np.arange(factor*n) + 0.5)*dk
        kx, ky = k[:, None], k[None, :]
        density = np.hypot(kx, ky)*mesa_transform(kx, ky, s, t, w)**2
        values.append(2/np.pi*dk**2*density.sum())
    return (8*values[1] - values[0])/7


# --- Half-space under a sinusoidal longitudinal surface force -------------
x, z = sp.symbols('x z', real=True)
k, Y, nu, f = sp.symbols('k Y nu f', positive=True)
a1, a2, b1, b2 = sp.symbols('a1 a2 b1 b2')
ux = (a1 + a2*z)*sp.exp(-k*z)*sp.cos(k*x)
uz = (b1 + b2*z)*sp.exp(-k*z)*sp.sin(k*x)
div = sp.diff(ux, x) + sp.diff(uz, z)
equations = []
for u, var, wave in ((ux, x, sp.cos(k*x)), (uz, z, sp.sin(k*x))):
    navier = (1 - 2*nu)*(sp.diff(u, x, 2) + sp.diff(u, z, 2)) + sp.diff(div, var)
    poly = sp.expand(sp.simplify(navier*sp.exp(k*z)/wave))
    equations += [poly.coeff(z, 0), poly.coeff(z, 1)]
mu = Y/(2*(1 + nu))
lam = Y*nu/((1 + nu)*(1 - 2*nu))
shear = mu*(sp.diff(ux, z) + sp.diff(uz, x))
normal = lam*div + 2*mu*sp.diff(uz, z)
equations.append(sp.simplify(shear.subs(z, 0)/sp.cos(k*x)) + f)
equations.append(sp.simplify(normal.subs(z, 0)/sp.sin(k*x)))
solution = sp.solve(equations, [a1, a2, b1, b2], dict=True)[0]
assert sp.simplify(solution[a1] - 2*(1 - nu**2)*f/(Y*k)) == 0

# --- Mesa geometry and transform from the height profile ------------------
s0, t0, w0 = 9.0, 6.0, 1.0
step = 0.01
gx = (np.arange(1000) + 0.5)*step
gy = (np.arange(700) + 0.5)*step
inside = np.minimum(s0/2 - gx[:, None], t0/2 - gy[None, :])
height = np.clip(0.5 + inside/w0, 0, 1)
volume = 4*height.sum()*step**2
side_area = 4*np.count_nonzero((height > 0) & (height < 1))*step**2
assert abs(volume - (s0*t0 + w0**2/3)) < 1e-2
assert abs(side_area - 2*w0*(s0 + t0)) < 0.15   # grid resolves the rim to ~step
for qx, qy in ((0.3, 0.2), (0.9, 1.3)):
    direct = 4*step**2*(np.cos(qx*gx) @ height @ np.cos(qy*gy))
    assert abs(direct - mesa_transform(qx, qy, s0, t0, w0)) < 1e-2

# --- Finite-width mesa energy against the line formula --------------------
side = 12.0


def J_of(eta):
    return fourier_J(side*np.exp(eta), side*np.exp(-eta), 1.0)


J_square, J_long = J_of(0.0), J_of(np.log(2.0))
F_square = line_formula(side, side, 1.0)
F_long = line_formula(2*side, side/2, 1.0)
assert abs(J_square/F_square - 1) < 2e-3
assert abs(J_long/F_long - 1) < 2e-3

# Threshold and one elongated equilibrium from Fourier energies alone.
d0 = 0.15
curvature = 2*(J_of(d0) - J_square)/d0**2/(4*side)
lambda_numeric = 2*np.log(2*side) - 1 - curvature
assert abs(lambda_numeric - LAMBDA_C) < 0.02    # finite w/a and finite step
eta1, d1 = 0.5, 0.05
slope = (J_of(eta1 + d1) - J_of(eta1 - d1))/(2*d1)/(4*side)
phi_numeric = 2*np.log(2*side) - 1 - slope/np.sinh(eta1)
assert abs(phi_numeric - branch(eta1)) < 0.02

# --- Monotonic branch: unique minimum and shrinking width -----------------
for eta in (0.2, 0.7, 1.5, 3.0):
    integral = quad(lambda v: np.sinh(v)**2
                    * (2*np.sqrt(1 + 1/np.cosh(2*v)) - 1), 0, eta)[0]
    predicted = 4*integral/np.sinh(eta)**2
    numeric = (branch(eta + 1e-4) - branch(eta - 1e-4))/2e-4
    assert abs(predicted - numeric) < 1e-6
    assert 0 < numeric < 2


def elongation(area_ratio):
    """Equilibrium eta from the branch equation, for area_ratio > 1."""
    return brentq(lambda e: branch(e) - LAMBDA_C - np.log(area_ratio), 1e-3, 20)


small = np.sqrt(3*np.log(1.01)/(2*(2*ROOT2 - 1)))
assert abs(elongation(1.01)/small - 1) < 0.01

# --- Worked example -------------------------------------------------------
young, poisson, misfit = 100e9, 0.25, 0.03
h, w = 1e-9, 4e-9
gamma_facet = gamma_top = 1.0
to_eV_nm = 1e-9/constants.e
theta = np.arctan(h/w)
beta = h*(gamma_facet/np.sin(theta) - gamma_top/np.tan(theta))*to_eV_nm


def kappa_of(strain):
    stress = young*strain/(1 - poisson)
    return stress**2*h**2*(1 - poisson**2)/(2*np.pi*young)*to_eV_nm


kappa = kappa_of(misfit)
w_nm = w*1e9
a_c = critical_side(w_nm, beta, kappa)
wire = w_nm*np.exp(beta/(2*kappa) - 0.5)


def parts(eta, area_ratio):
    a = a_c*np.sqrt(area_ratio)
    s, t = a*np.exp(eta), a*np.exp(-eta)
    return 2*beta*(s + t), -kappa*line_formula(s, t, w_nm)


def minimum(area_ratio):
    return minimize_scalar(lambda e: sum(parts(e, area_ratio)),
                           bounds=(0, 5), method='bounded',
                           options={'xatol': 1e-9}).x


print(f"Young modulus = {young/1e9:.0f} GPa, Poisson ratio = {poisson:.2f}")
print(f"misfit = {misfit:.3f}, height = {h*1e9:.1f} nm, facet width = {w_nm:.1f} nm")
print(f"surface energies: facet {gamma_facet:.1f}, top {gamma_top:.1f} J/m^2")
print(f"facet angle = {np.degrees(theta):.2f} degrees")
print(f"misfit stress = {young*misfit/(1-poisson)/1e9:.3f} GPa")
print(f"edge energy beta = {beta:.4f} eV/nm")
print(f"elastic line energy kappa = {kappa:.4f} eV/nm")
print(f"beta/(2 kappa) = {beta/(2*kappa):.4f}")
print(f"Lambda_c = {LAMBDA_C:.5f}")
print(f"prefactor a_c/(w exp(beta/2kappa)) = {critical_side(1, 0, 1):.5f}")
print(f"critical side = {a_c:.2f} nm, critical area = {a_c**2:.0f} nm^2")
print(f"critical side / facet width = {a_c/w_nm:.2f}")
print(f"limiting width = {wire:.2f} nm, critical side/limit = {a_c/wire:.4f}")
print("Fourier test, facet width 1, side 12 (lengths in facet widths):")
print(f" J square: Fourier {J_square:.3f}, formula {F_square:.3f}")
print(f" J aspect 4: Fourier {J_long:.3f}, formula {F_long:.3f}")
print(f" Lambda_c: Fourier {lambda_numeric:.4f}, formula {LAMBDA_C:.4f}")
print(f" Phi(0.5): Fourier {phi_numeric:.4f}, formula {branch(eta1):.4f}")
print("A/A_c, aspect ratio, width (nm), length (nm), E - E_square (eV):")
for ratio in (0.5, 0.9, 1.1, 1.5, 2.0, 4.0, 10.0):
    eta = minimum(ratio)
    if ratio < 1:
        assert eta < 1e-3
    else:
        assert abs(eta - elongation(ratio)) < 1e-4
    a = a_c*np.sqrt(ratio)
    gain = sum(parts(eta, ratio)) - sum(parts(0.0, ratio))
    print(f" {ratio:5.1f} {np.exp(2*eta):8.3f} {a*np.exp(-eta):8.2f}"
          f" {a*np.exp(eta):8.2f} {gain + 0.0:10.4f}")

eta2 = elongation(2.0)
edge_sq, elastic_sq = parts(0.0, 2.0)
edge_el, elastic_el = parts(eta2, 2.0)
assert edge_el > edge_sq and elastic_el < elastic_sq
print(f"A = 2 A_c, square: edge {edge_sq:.3f} eV, elastic {elastic_sq:.3f} eV")
print(f"A = 2 A_c, elongation: edge change {edge_el-edge_sq:+.3f} eV")
print(f"A = 2 A_c, elongation: elastic change {elastic_el-elastic_sq:+.3f} eV")

far = 1e6
far_width = a_c*np.sqrt(far)*np.exp(-elongation(far))
assert abs(far_width/wire - 1) < 1e-3
sides = []
for strain in (0.025, 0.030, 0.035):
    sides.append(critical_side(w_nm, beta, kappa_of(strain)))
    print(f"misfit {strain:.3f}: critical side = {sides[-1]:.2f} nm")
assert sides[0] > sides[1] > sides[2]
print("all good")
```

Running it gives:

```
Young modulus = 100 GPa, Poisson ratio = 0.25
misfit = 0.030, height = 1.0 nm, facet width = 4.0 nm
surface energies: facet 1.0, top 1.0 J/m^2
facet angle = 14.04 degrees
misfit stress = 4.000 GPa
edge energy beta = 0.7684 eV/nm
elastic line energy kappa = 0.1490 eV/nm
beta/(2 kappa) = 2.5783
Lambda_c = 0.59117
prefactor a_c/(w exp(beta/2kappa)) = 1.10787
critical side = 58.38 nm, critical area = 3409 nm^2
critical side / facet width = 14.60
limiting width = 31.96 nm, critical side/limit = 1.8266
Fourier test, facet width 1, side 12 (lengths in facet widths):
 J square: Fourier 309.722, formula 309.667
 J aspect 4: Fourier 363.511, formula 363.571
 Lambda_c: Fourier 0.6014, formula 0.5912
 Phi(0.5): Fourier 0.8865, formula 0.8760
A/A_c, aspect ratio, width (nm), length (nm), E - E_square (eV):
   0.5    1.000    41.28    41.28     0.0000
   0.9    1.000    55.39    55.39    -0.0000
   1.1    1.761    46.15    81.25    -0.0694
   1.5    3.352    39.06   130.92    -1.5634
   2.0    5.115    36.51   186.74    -5.5995
   4.0   11.887    33.87   402.59   -36.5934
  10.0   31.951    32.66  1043.61  -194.0603
A = 2 A_c, square: edge 253.770 eV, elastic -370.266 eV
A = 2 A_c, elongation: edge change +89.296 eV
A = 2 A_c, elongation: elastic change -94.895 eV
misfit 0.025: critical side = 181.55 nm
misfit 0.030: critical side = 58.38 nm
misfit 0.035: critical side = 29.46 nm
all good
```
